# Why Low-Temperature Determinant Monte Carlo Needs Pivoted QR and Separated Scales: test program

```python
"""
Result under test: for A = B_L ... B_1 the matrix G = (1 + A)^-1 loses all
digits in floating point once eps * sigma_max(A) exceeds about one, whereas
A = U D T from pivoted QR, with scales above and below one separated,
    G = (Db^-1 U^T + Ds T)^-1 Db^-1 U^T,  Db = max(D,1), Ds = min(D,1),
keeps G accurate.
Symbols: B_l = exp(-dtau K) diag(exp(lam s_l)), K = hopping matrix of a ring,
s_l = +-1 auxiliary field, cosh(lam) = exp(dtau U/2), beta = L dtau.
Energies are in units of the hopping t, beta and dtau in 1/t.
The reference uses the same B matrices with 120 decimal digits.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import expm, qr, solve_triangular

mp.mp.dps = 120
EPS = np.finfo(float).eps
N, HUBBARD_U, DTAU, L = 10, 4.0, 0.1, 300
BETA = L * DTAU
ONE = np.eye(N)
rng = np.random.default_rng(7)


def norm(X):
    return np.linalg.norm(X, 2)


def rel_err(X, Y):
    return norm(X - Y) / norm(Y)


def product(matrices):
    P = np.eye(N)
    for X in matrices:
        P = X @ P
    return P


def make_clusters(matrices, k):
    return [product(matrices[i:i + k]) for i in range(0, len(matrices), k)]


def push(C, U, D, T, pivot=True):
    """Factor C U D T again as U' D' T'; also return D'^-1 R."""
    graded = (C @ U) * D
    if pivot:
        Q, R, perm = qr(graded, pivoting=True)
    else:
        Q, R = qr(graded)
        perm = np.arange(N)
    Dnew = np.abs(np.diag(R))
    unit_R = R / Dnew[:, None]
    return Q, Dnew, unit_R @ T[perm], unit_R


def stratify(Cs):
    U, D, T = np.eye(N), np.ones(N), np.eye(N)
    largest = 0.0
    for C in Cs:
        U, D, T, unit_R = push(C, U, D, T)
        largest = max(largest, np.abs(unit_R).max())
    assert largest <= 1 + 1e-6  # pivot norms are updated to about sqrt(eps)
    return U, D, T


def split_parts(U, D, T):
    right = U.T / np.maximum(D, 1)[:, None]
    return right + np.minimum(D, 1)[:, None] * T, right


def green_split(U, D, T):
    H, right = split_parts(U, D, T)
    return np.linalg.solve(H, right)


def to_float(X):
    return np.array(X.tolist(), dtype=float)


# Model
K = np.zeros((N, N))
for i in range(N):
    K[i, (i + 1) % N] = K[(i + 1) % N, i] = -1.0
hop = expm(-DTAU * K)
lam = np.arccosh(np.exp(DTAU * HUBBARD_U / 2))
fields = rng.choice([-1.0, 1.0], size=(L, N))
Bs = [hop * np.exp(lam * s) for s in fields]
print(f"sites {N}, U = {HUBBARD_U} t, dtau = {DTAU} /t, lambda = {lam:.4f}")
print(f"machine eps = {EPS:.3e}")

# Free ring: analytic Fermi function against both algorithms
energy, V = np.linalg.eigh(K)
G_free = (V / (1 + np.exp(-BETA * energy))) @ V.T
free_naive = rel_err(np.linalg.inv(ONE + product([hop] * L)), G_free)
free_strat = rel_err(green_split(*stratify(make_clusters([hop] * L, 5))), G_free)
assert free_naive > 0.1 and free_strat < 1e-10
print(f"free ring: beta* = {np.log(1 / EPS) / -energy[0]:.2f} /t")
print(f"free ring, beta={BETA:.0f}/t: rel. error naive {free_naive:.2e}, "
      f"stratified {free_strat:.2e}")

# Interacting field: errors against beta
snapshots = [20, 40, 60, 80, 100, 120, 150, 200, 300]
mp_one = mp.eye(N)
A_mp = mp.eye(N)
tested = 0
print("beta[1/t] sigma_max  eps*sigma  |G|    err naive  err stratified")
for step in range(1, L + 1):
    A_mp = mp.matrix(Bs[step - 1].tolist()) * A_mp
    if step not in snapshots:
        continue
    G = to_float((mp_one + A_mp) ** -1)
    sigma = norm(to_float(A_mp))
    G_naive = np.linalg.inv(ONE + product(Bs[:step]))
    G_strat = green_split(*stratify(make_clusters(Bs[:step], 5)))
    e_naive, e_strat = rel_err(G_naive, G), rel_err(G_strat, G)
    print(f"{step * DTAU:5.1f}   {sigma:.2e}  {EPS * sigma:.2e}  {norm(G):5.2f}"
          f"  {e_naive:.2e}  {e_strat:.2e}")
    assert e_strat < 1e-9
    scale = EPS * sigma
    if scale > 1e-12 and scale * norm(G) ** 2 < 1e-2:
        absolute = norm(G_naive - G)
        assert 1e-3 * scale < absolute < 100 * scale * norm(G) ** 2
        tested += 1
    if scale > 1e5:
        assert e_naive > 0.5
assert tested >= 2

# From here on G, sigma, G_naive, G_strat belong to the lowest temperature
rate = np.log(sigma) / BETA
fill = [1 - np.trace(X) / N for X in (G, G_naive, G_strat)]
assert abs(fill[1] - 1) < 1e-3 and abs(fill[2] - fill[0]) < 1e-9
print(f"growth rate gamma = {rate:.3f} t, beta* = {np.log(1 / EPS) / rate:.2f} /t")
print(f"filling per site: reference {fill[0]:.10f}")
print(f"filling per site: naive {fill[1]:.10f}, stratified {fill[2]:.10f}")

# Exact A rounded only once to double precision
once = rel_err(np.linalg.inv(ONE + to_float(A_mp)), G)
assert once > 0.5
print(f"exact A rounded once: rel. error of G {once:.2e}")

# Same condition number, but all scales below one
condition = sigma * norm(to_float(A_mp ** -1))
shift = (np.log(sigma) + 10) / BETA
factor = float(np.exp(-DTAU * shift))
G_low = to_float((mp_one + A_mp * mp.mpf(factor) ** L) ** -1)
low_err = rel_err(np.linalg.inv(ONE + product([B * factor for B in Bs])), G_low)
assert condition > 1e20 and low_err < 1e-12
print(f"condition number of A = {condition:.2e}")
print(f"level shift {shift:.3f} t, same condition: naive error {low_err:.2e}")

# Block-cyclic matrix solved by orthogonal elimination
Cs = make_clusters(Bs, 5)
n = len(Cs)
M = np.eye(n * N)
M[:N, -N:] += Cs[-1]
for l in range(1, n):
    M[l * N:(l + 1) * N, (l - 1) * N:l * N] = -Cs[l - 1]
Q, R = np.linalg.qr(M)
X = solve_triangular(R, Q.T)


def block(i, j):
    return X[i * N:(i + 1) * N, j * N:(j + 1) * N]


cyclic_err = rel_err(block(0, 0), G)
assert cyclic_err < 1e-9
print(f"block-cyclic matrix: size {n * N}, condition {np.linalg.cond(M):.2e}, "
      f"error of G {cyclic_err:.2e}")

# First-order response of G to an additive error in one cluster
l = 2
E = rng.standard_normal((N, N))
E *= 1e-6 * norm(Cs[l - 1]) / norm(E)
changed = list(Cs)
changed[l - 1] = Cs[l - 1] + E
actual = green_split(*stratify(changed)) - G_strat
response_err = rel_err(block(0, l) @ E @ block(l - 1, 0), actual)
assert response_err < 1e-3
amplification = sum(norm(block(0, j)) * norm(Cs[j - 1]) * norm(block(j - 1, 0))
                    for j in range(1, n))
amplification += norm(G) * norm(Cs[-1]) * norm(block(n - 1, 0))
strat_abs = norm(G_strat - G)
assert strat_abs < 1e3 * EPS * amplification
print(f"response formula: relative deviation {response_err:.2e}")
print(f"summed amplification {amplification:.2e}, times eps "
      f"{EPS * amplification:.2e}; actual abs. error {strat_abs:.2e}")

# Conditioning of the separated form
U, D, T = stratify(Cs)
H, right = split_parts(U, D, T)
H_inv_norm = norm(np.linalg.inv(H))
bound = norm(G) + norm(ONE - G) * norm(np.linalg.inv(T))
assert H_inv_norm <= bound * (1 + 1e-6)
assert norm(H) <= (1 + norm(T)) * (1 + 1e-12)
print(f"D from {D.max():.2e} to {D.min():.2e}, condition of T "
      f"{np.linalg.cond(T):.2e}")
print(f"|H^-1| = {H_inv_norm:.3f}, bound {bound:.3f}, condition of H "
      f"{np.linalg.cond(H):.2e}")

# Separation of scales: solve both forms after orthogonal rotations
W1 = np.linalg.qr(rng.standard_normal((N, N)))[0]
W2 = np.linalg.qr(rng.standard_normal((N, N)))[0]
T_inv = np.linalg.inv(T)
middle = U.T @ T_inv + np.diag(D)
unsplit_plain = rel_err(T_inv @ np.linalg.solve(middle, U.T), G)
unsplit_rot = rel_err(
    T_inv @ W2 @ np.linalg.solve(W1 @ middle @ W2, W1 @ U.T), G)
split_rot = rel_err(W2 @ np.linalg.solve(W1 @ H @ W2, W1 @ right), G)
assert unsplit_rot > 0.1 and split_rot < 1e-9
print(f"unsplit form: error plain LU {unsplit_plain:.2e}, rotated {unsplit_rot:.2e}")
print(f"split form: error rotated {split_rot:.2e}")

# Pivoting: last update with the columns in ascending order of scale
U, D, T = stratify(Cs[:-1])
reverse = (U[:, ::-1], D[::-1], T[::-1])
for pivot in (True, False):
    Uf, Df, Tf, unit_R = push(Cs[-1], *reverse, pivot=pivot)
    error = rel_err(green_split(Uf, Df, Tf), G)
    size = np.abs(unit_R).max()
    if pivot:
        assert error < 1e-9
    else:
        assert error > 0.1 and size > 1e10
    print(f"ascending columns, pivoting {pivot}: max|R/D| {size:.2e}, "
          f"error {error:.2e}")

# Number of slices multiplied between two factorizations
errors = {}
print("slices per cluster, eps*max|C|, rel. error of G")
for k in (1, 5, 10, 30, 60, 100, 300):
    group = make_clusters(Bs, k)
    errors[k] = rel_err(green_split(*stratify(group)), G)
    largest = EPS * max(norm(C) for C in group)
    print(f"{k:4d}  {largest:.2e}  {errors[k]:.2e}")
    assert errors[k] < 1e5 * largest
assert errors[60] > 100 * errors[5] and errors[300] > 0.1

print("checks complete")
```

Output:

```
sites 10, U = 4.0 t, dtau = 0.1 /t, lambda = 0.6537
machine eps = 2.220e-16
free ring: beta* = 18.02 /t
free ring, beta=30/t: rel. error naive 1.00e+00, stratified 1.01e-15
beta[1/t] sigma_max  eps*sigma  |G|    err naive  err stratified
  2.0   4.46e+03  9.91e-13   1.58  5.22e-14  2.86e-15
  4.0   4.35e+06  9.65e-10   2.39  8.95e-11  1.87e-15
  6.0   5.36e+10  1.19e-05   3.49  4.17e-07  1.36e-15
  8.0   3.72e+13  8.26e-03   1.66  4.75e-04  1.08e-15
 10.0   3.38e+16  7.50e+00   2.43  1.14e+00  2.43e-15
 12.0   8.80e+18  1.95e+03   3.05  1.07e+00  1.08e-15
 15.0   2.10e+23  4.66e+07   1.82  1.00e+00  1.92e-15
 20.0   4.29e+32  9.53e+16   1.29  1.00e+00  2.34e-15
 30.0   6.59e+48  1.46e+33   1.94  1.00e+00  1.93e-15
growth rate gamma = 3.747 t, beta* = 9.62 /t
filling per site: reference 0.5000000000
filling per site: naive 1.0000000000, stratified 0.5000000000
exact A rounded once: rel. error of G 1.00e+00
condition number of A = 9.36e+95
level shift 4.080 t, same condition: naive error 2.22e-16
block-cyclic matrix: size 600, condition 1.53e+03, error of G 1.68e-15
response formula: relative deviation 2.58e-06
summed amplification 1.85e+02, times eps 4.12e-14; actual abs. error 3.75e-15
D from 4.51e+48 to 1.30e-47, condition of T 1.74e+01
|H^-1| = 4.394, bound 8.688, condition of H 2.19e+01
unsplit form: error plain LU 2.09e-15, rotated 1.00e+00
split form: error rotated 1.76e-15
ascending columns, pivoting True: max|R/D| 1.00e+00, error 1.93e-15
ascending columns, pivoting False: max|R/D| 3.24e+94, error 1.00e+00
slices per cluster, eps*max|C|, rel. error of G
   1  5.21e-16  1.71e-15
   5  1.04e-14  1.93e-15
  10  2.68e-13  1.51e-15
  30  6.78e-10  3.80e-13
  60  8.47e-05  1.50e-08
 100  7.50e+00  2.56e+00
 300  1.46e+33  1.00e+00
checks complete
```
